# Thermal mismatch stress in a thin film on a thick substrate: test program

```python
"""Thermal mismatch stress of a thin film on a thick substrate.

Result under test: stress = M * (alpha_f - alpha_s) * (T0 - T), tension > 0.
M: biaxial modulus of the film; alpha_f, alpha_s: linear expansion
coefficients of film and substrate; T0: stress-free temperature; T: final
temperature. Rough parameters: relaxed SiGe buffer layer on a silicon wafer.
Moduli are in GPa, stresses in MPa, lengths in m, temperatures in K.
"""
import numpy as np
from scipy.constants import k as boltzmann, e as charge
from scipy.integrate import solve_ivp

T0, T = 800.0, 300.0
alpha_f, alpha_s = 4e-6, 3e-6
young, poisson = 150.0, 0.25
M_sub = 180.0
h, H, wafer_radius = 1e-6, 700e-6, 0.1
d_alpha, dT = alpha_f - alpha_s, T0 - T

# Elastic strain from the contraction of two free lengths


def free_length(alpha, t_end, steps=5000):
    """Length at t_end of a free body that has unit length at T0."""
    step = (T0 - t_end) / steps
    mid = T0 - (np.arange(steps) + 0.5) * step
    return np.prod(1 - alpha(mid) * step)


def bonded_strain(a_film, a_sub, t_end, extra=0.0):
    """Film strain when held at substrate length; extra = excess film length."""
    film = free_length(a_film, t_end) * (1 + extra)
    return free_length(a_sub, t_end) / film - 1


def constant(a):
    return lambda t: a + 0 * t


strain = d_alpha * dT
strain_lengths = bonded_strain(constant(alpha_f), constant(alpha_s), T)
assert strain_lengths > 0
assert abs(strain_lengths / strain - 1) < 5e-3      # second order in strain
shifted = bonded_strain(constant(alpha_f + 1e-5), constant(alpha_s + 1e-5), T)
assert abs(shifted / strain - 1) < 1e-2             # only the difference counts
assert bonded_strain(constant(alpha_s), constant(alpha_f), T) < 0

# Biaxial modulus from the full elastic tensor, top face free of traction


def cubic_tensor(c11, c12, c44):
    d = np.eye(3)
    c = c12 * np.einsum('ij,kl->ijkl', d, d)
    c += c44 * (np.einsum('ik,jl->ijkl', d, d) + np.einsum('il,jk->ijkl', d, d))
    for i in range(3):
        c[i, i, i, i] += c11 - c12 - 2 * c44
    return c


def biaxial_from_tensor(c, axes):
    """In-plane stress per unit equal biaxial strain; axes[2] is the normal."""
    c = np.einsum('ai,bj,ck,dl,ijkl->abcd', axes, axes, axes, axes, c,
                  optimize=True)
    places = [(2, 2), (0, 2), (1, 2)]
    modes = []
    for i, j in places:
        m = np.zeros((3, 3))
        m[i, j] = m[j, i] = 1.0
        modes.append(m)

    def stress_of(eps):
        return np.einsum('ijkl,kl->ij', c, eps)

    eps = np.diag([1.0, 1.0, 0.0])
    matrix = np.array([[stress_of(m)[p] for m in modes] for p in places])
    rhs = -np.array([stress_of(eps)[p] for p in places])
    for amount, m in zip(np.linalg.solve(matrix, rhs), modes):
        eps = eps + amount * m
    s = stress_of(eps)
    assert abs(s[0, 0] - s[1, 1]) < 1e-9 * abs(s[0, 0])
    assert abs(s[0, 1]) < 1e-9 * abs(s[0, 0])
    return s[0, 0]


M = young / (1 - poisson)
shear = young / (2 * (1 + poisson))
lame = young * poisson / ((1 + poisson) * (1 - 2 * poisson))
iso = cubic_tensor(lame + 2 * shear, lame, shear)
assert abs(biaxial_from_tensor(iso, np.eye(3)) / M - 1) < 1e-10

c11, c12, c44 = 160.0, 60.0, 80.0
bulk3 = c11 + 2 * c12
M001 = c11 + c12 - 2 * c12**2 / c11
M111 = 6 * c44 * bulk3 / (bulk3 + 4 * c44)
axes111 = np.array([np.array([1, -1, 0]) / np.sqrt(2),
                    np.array([1, 1, -2]) / np.sqrt(6),
                    np.array([1, 1, 1]) / np.sqrt(3)])
crystal = cubic_tensor(c11, c12, c44)
assert abs(biaxial_from_tensor(crystal, np.eye(3)) / M001 - 1) < 1e-10
assert abs(biaxial_from_tensor(crystal, axes111) / M111 - 1) < 1e-10

stress = 1e3 * M * strain
assert abs(1e3 * biaxial_from_tensor(iso, np.eye(3)) * strain_lengths
           - 100.0) < 0.5                           # the claimed 100 MPa

# Finite substrate: minimize the elastic energy of the two layers


def two_layer(h_film):
    """Mean film stress (MPa) and slope of strain with height (1/m)."""
    x, w = np.polynomial.legendre.leggauss(4)
    z = np.concatenate([H * x / 2, H / 2 + h_film * (x + 1) / 2]) / H
    weight = np.concatenate([M_sub * w / 2, M * w * h_film / (2 * H)])
    natural = np.concatenate([0 * x, 0 * x - strain])
    root = np.sqrt(weight)
    rows = np.column_stack([root, root * z])
    fit = np.linalg.lstsq(rows, root * natural, rcond=None)[0]
    elastic = fit[0] + fit[1] * z[4:] + strain
    return 1e3 * M * np.sum(w * elastic) / 2, fit[1] / H


for thickness in (h, 5 * h):
    ratio = M * thickness / (M_sub * H)
    mean_stress, slope = two_layer(thickness)
    assert abs(mean_stress / stress - (1 - 4 * ratio)) < 20 * ratio**2
    stoney = 6 * (stress / 1e3) * thickness / (M_sub * H**2)
    assert abs(-slope / stoney - 1) < 5 * ratio     # next order in thickness
ratio = M * h / (M_sub * H)
stress_compliant = two_layer(h)[0]
radius = M_sub * H**2 / (6 * (stress / 1e3) * h)
bow = wafer_radius**2 / (2 * radius)
assert abs((radius - np.sqrt(radius**2 - wafer_radius**2)) / bow - 1) < 1e-5

# Mismatch that drifts linearly with temperature
drift = 0.20
strain_drift = d_alpha * (1 + drift / 2) * dT
drift_lengths = bonded_strain(
    lambda t: alpha_s + d_alpha * (1 + drift * (t - T) / dT),
    constant(alpha_s), T)
assert abs(drift_lengths / strain_drift - 1) < 5e-3

# Warmer use
T_use = 400.0
stress_use = 1e3 * M * d_alpha * (T0 - T_use)
use_lengths = bonded_strain(constant(alpha_f), constant(alpha_s), T_use)
assert abs(1e3 * M * use_lengths / stress_use - 1) < 5e-3

# Plastic relaxation while hot: thermally activated rate during cooling
T_freeze, Q = 700.0, 2.2
k_eV = boltzmann / charge


def cooled_stress(activation):
    width = k_eV * T_freeze**2 / activation

    def rate(cooled, s):
        t = T0 - cooled
        loss = np.exp(-activation / k_eV * (1 / t - 1 / T_freeze)) / width
        return 1e3 * M * d_alpha - s * loss

    run = solve_ivp(rate, (0, dT), [0.0], method='Radau', rtol=1e-7, atol=1e-8)
    assert run.success
    return run.y[0, -1], width


stress_frozen = 1e3 * M * d_alpha * (T_freeze - T)
for activation in (1.5, Q, 4.0):
    value, width = cooled_stress(activation)
    assert abs(value - stress_frozen) < 1e3 * M * d_alpha * width
stress_rate, freeze_width = cooled_stress(Q)

# Residual lattice misfit (film lattice larger, hence compression)
misfit = 0.012
fraction_cancel = strain / misfit
left = bonded_strain(constant(alpha_f), constant(alpha_s), T,
                     extra=fraction_cancel * misfit)
assert abs(left) < 5e-3 * strain
stress_misfit = -1e3 * M * misfit

print("INPUTS (rough, rounded)")
print(f"stress-free temperature: {T0:.0f} K")
print(f"final temperature: {T:.0f} K")
print(f"temperature drop: {dT:.0f} K")
print(f"film expansion: {alpha_f*1e6:.1f} ppm/K")
print(f"substrate expansion: {alpha_s*1e6:.1f} ppm/K")
print(f"expansion mismatch: {d_alpha*1e6:.1f} ppm/K")
print(f"film Young modulus: {young:.0f} GPa")
print(f"film Poisson ratio: {poisson:.2f}")
print(f"substrate biaxial modulus: {M_sub:.0f} GPa")
print(f"film thickness: {h*1e6:.1f} um")
print(f"substrate thickness: {H*1e6:.0f} um")
print(f"wafer radius: {wafer_radius*1e3:.0f} mm")
print("MAIN RESULT")
print(f"film biaxial modulus: {M:.1f} GPa")
print(f"mismatch strain, formula: {strain:.4e}")
print(f"mismatch strain, from lengths: {strain_lengths:.4e}")
print(f"thermal stress: {stress:.1f} MPa (tension)")
print(f"stress if E replaced M: {1e3*young*strain:.1f} MPa")
print(f"force per width: {stress*1e6*h:.1f} N/m")
print("SUBSTRATE COMPLIANCE")
print(f"stiffness ratio r: {ratio:.3e}")
print(f"stress reduction 4r: {400*ratio:.2f} %")
print(f"film stress, two-layer energy: {stress_compliant:.2f} MPa")
print(f"radius of curvature: {radius:.0f} m")
print(f"wafer bow: {bow*1e6:.0f} um")
print("CRYSTAL ORIENTATION")
print(f"C11, C12, C44: {c11:.0f}, {c12:.0f}, {c44:.0f} GPa")
print(f"M (001): {M001:.1f} GPa, stress {1e3*M001*strain:.1f} MPa")
print(f"M (111): {M111:.1f} GPa, stress {1e3*M111*strain:.1f} MPa")
print("TEMPERATURE EFFECTS")
print(f"assumed drift of mismatch: {100*drift:.0f} %")
print(f"stress with drift: {1e3*M*strain_drift:.1f} MPa")
print(f"stress in use at {T_use:.0f} K: {stress_use:.1f} MPa")
print(f"assumed freezing temperature: {T_freeze:.0f} K")
print(f"assumed activation energy: {Q:.1f} eV")
print(f"width of freezing: {freeze_width:.1f} K")
print(f"stress, sharp freezing: {stress_frozen:.1f} MPa")
print(f"stress, rate equation: {stress_rate:.1f} MPa")
print("LATTICE MISFIT")
print(f"full lattice misfit: {100*misfit:.1f} %")
print(f"stress if wholly unrelaxed: {stress_misfit:.0f} MPa")
print(f"unrelaxed part that cancels: {100*fraction_cancel:.1f} %")
print("all tests passed")
```

Running it gives:

```
INPUTS (rough, rounded)
stress-free temperature: 800 K
final temperature: 300 K
temperature drop: 500 K
film expansion: 4.0 ppm/K
substrate expansion: 3.0 ppm/K
expansion mismatch: 1.0 ppm/K
film Young modulus: 150 GPa
film Poisson ratio: 0.25
substrate biaxial modulus: 180 GPa
film thickness: 1.0 um
substrate thickness: 700 um
wafer radius: 100 mm
MAIN RESULT
film biaxial modulus: 200.0 GPa
mismatch strain, formula: 5.0000e-04
mismatch strain, from lengths: 5.0013e-04
thermal stress: 100.0 MPa (tension)
stress if E replaced M: 75.0 MPa
force per width: 100.0 N/m
SUBSTRATE COMPLIANCE
stiffness ratio r: 1.587e-03
stress reduction 4r: 0.63 %
film stress, two-layer energy: 99.37 MPa
radius of curvature: 147 m
wafer bow: 34 um
CRYSTAL ORIENTATION
C11, C12, C44: 160, 60, 80 GPa
M (001): 175.0 GPa, stress 87.5 MPa
M (111): 224.0 GPa, stress 112.0 MPa
TEMPERATURE EFFECTS
assumed drift of mismatch: 20 %
stress with drift: 110.0 MPa
stress in use at 400 K: 80.0 MPa
assumed freezing temperature: 700 K
assumed activation energy: 2.2 eV
width of freezing: 19.2 K
stress, sharp freezing: 80.0 MPa
stress, rate equation: 78.3 MPa
LATTICE MISFIT
full lattice misfit: 1.2 %
stress if wholly unrelaxed: -2400 MPa
unrelaxed part that cancels: 4.2 %
all tests passed
```
